# Uncoupled Dispersion and the MP2 Overbinding of Benzene: a program that tests the result

```python
"""
Result under test: the long-range MP2 dispersion coefficient is
    C6 = (3/pi) * integral_0^inf alpha(i w)^2 dw
with UNCOUPLED Hartree-Fock polarizabilities. Coupled response uses
    alpha(i w) = (4/3) Tr d^T [P + w^2 M^-1]^-1 d,
    P = gap + 4(ia|jb) - (ij|ab) - (ib|ja),  M = gap - (ij|ab) + (ib|ja).
gap: virtual minus occupied orbital energy; d: transition dipoles;
i,j occupied and a,b virtual orbitals. Uncoupled response has P = M = gap.
All quantities are in Hartree atomic units unless a label says otherwise.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve
from scipy.sparse import csr_matrix
from scipy.sparse.csgraph import connected_components
from pyscf import gto, scf, ao2mo, lib

lib.num_threads(1)
FIT_BASIS = "def2-universal-jkfit"

# Gauss-Legendre nodes mapped to the half line of imaginary frequencies
nodes, node_weights = np.polynomial.legendre.leggauss(12)
FREQ = 0.4 * (1 + nodes) / (1 - nodes)
WEIGHT = node_weights * 0.8 / (1 - nodes) ** 2


def hartree_fock(atoms, basis, fitted=False):
    mol = gto.M(atom=atoms, basis=basis, unit="Bohr", verbose=0)
    mf = scf.RHF(mol)
    if fitted:
        mf = mf.density_fit(auxbasis=FIT_BASIS)
        mf.conv_tol = 1e-10
    else:
        mf.conv_tol = 1e-13
        mf.conv_tol_grad = 1e-10
        mf.max_cycle = 80
    mf.chkfile = None
    mf.kernel()
    return mol, mf


def response_system(atoms, basis, frozen=0, fitted=False):
    """Gaps, transition dipoles and coupling matrices of singlet response."""
    mol, mf = hartree_fock(atoms, basis, fitted)
    n_occ_all = mol.nelectron // 2
    occ = mf.mo_coeff[:, frozen:n_occ_all]
    vir = mf.mo_coeff[:, n_occ_all:]
    no, nv = occ.shape[1], vir.shape[1]
    if fitted:
        packed = np.vstack([block.copy() for block in mf.with_df.loop()])
        factor = lib.unpack_tril(packed)
        half_o = np.einsum("Lpq,pi->Liq", factor, occ, optimize=True)
        half_v = np.einsum("Lpq,pa->Laq", factor, vir, optimize=True)
        l_ov = (half_o @ vir).reshape(-1, no * nv)
        l_oo = (half_o @ occ).reshape(-1, no * no)
        l_vv = (half_v @ vir).reshape(-1, nv * nv)
        ovov = (l_ov.T @ l_ov).reshape(no, nv, no, nv)
        oovv = (l_oo.T @ l_vv).reshape(no, no, nv, nv)
    else:
        eri = mol.intor("int2e", aosym="s8")
        ovov = ao2mo.general(eri, (occ, vir, occ, vir), compact=False)
        oovv = ao2mo.general(eri, (occ, occ, vir, vir), compact=False)
        ovov = ovov.reshape(no, nv, no, nv)
        oovv = oovv.reshape(no, no, nv, nv)
    size = no * nv
    energy = mf.mo_energy
    gap = (energy[None, n_occ_all:] - energy[frozen:n_occ_all, None]).ravel()
    dip = np.einsum("xpq,pi,qa->iax", mol.intor("int1e_r"), occ, vir,
                    optimize=True).reshape(size, 3)
    hartree = 4 * ovov.reshape(size, size)
    direct_exchange = oovv.transpose(0, 2, 1, 3).reshape(size, size)
    cross_exchange = ovov.transpose(0, 3, 2, 1).reshape(size, size)
    v_plus = hartree - direct_exchange - cross_exchange
    v_minus = cross_exchange - direct_exchange
    # keep only transitions that symmetry lets the dipole operator reach
    links = csr_matrix((np.abs(v_plus) > 1e-7) | (np.abs(v_minus) > 1e-7))
    label = connected_components(links, directed=False)[1]
    reached = np.unique(label[np.abs(dip).max(axis=1) > 1e-6])
    keep = np.flatnonzero(np.isin(label, reached))
    cut = np.ix_(keep, keep)
    return SimpleNamespace(mol=mol, mf=mf, gap=gap[keep], dip=dip[keep],
                           hartree=hartree[cut], v_plus=v_plus[cut],
                           v_minus=v_minus[cut])


def uncoupled_alpha(s, freqs):
    """Cartesian diagonal of the polarizability at imaginary frequencies."""
    return np.array([4 * (s.dip ** 2 * (s.gap / (s.gap ** 2 + w * w))[:, None]
                          ).sum(axis=0) for w in freqs])


def coupled_alpha(s, freqs, strength=1.0, hartree_only=False):
    if hartree_only:
        p_matrix = np.diag(s.gap) + strength * s.hartree
        m_inverse = np.diag(1 / s.gap)
    else:
        p_matrix = np.diag(s.gap) + strength * s.v_plus
        m_inverse = np.linalg.inv(np.diag(s.gap) + strength * s.v_minus)
        m_inverse = (m_inverse + m_inverse.T) / 2
    result = []
    for w in freqs:
        x = solve(p_matrix + w * w * m_inverse, s.dip, assume_a="pos")
        result.append(4 * (s.dip * x).sum(axis=0))
    return np.array(result)


def c6_from(alpha):
    return 3 / np.pi * np.sum(WEIGHT * alpha.mean(axis=1) ** 2)


def c6_pair_sum(s):
    """Second-order perturbation sum over pairs of transitions."""
    strength = (s.dip ** 2).sum(axis=1)
    total = 0.0
    for value, gap in zip(strength, s.gap):
        total += value * np.sum(strength / (gap + s.gap))
    return 8 / 3 * total


def c6_coupling_series(s, order):
    """Taylor coefficients of C6 in the strength of the coupling."""
    gap = s.gap[:, None, None]
    w = FREQ[None, :, None]
    rhs_x = np.repeat(s.dip[:, None, :], len(FREQ), axis=1)
    rhs_y = np.zeros_like(rhs_x)
    alpha = []
    for _ in range(order + 1):
        x = (gap * rhs_x + w * rhs_y) / (gap ** 2 + w ** 2)
        y = (gap * rhs_y - w * rhs_x) / (gap ** 2 + w ** 2)
        alpha.append(4 / 3 * np.einsum("tx,twx->w", s.dip, x))
        rhs_x = -(s.v_plus @ x.reshape(len(s.gap), -1)).reshape(x.shape)
        rhs_y = -(s.v_minus @ y.reshape(len(s.gap), -1)).reshape(y.shape)
    return np.array([3 / np.pi * np.sum(WEIGHT * sum(
        alpha[k] * alpha[n - k] for k in range(n + 1)))
        for n in range(order + 1)])


def moller_plesset_2_3(atoms, basis):
    """Second- and third-order energies from spin-orbital sums."""
    mol, mf = hartree_fock(atoms, basis)
    n = mf.mo_coeff.shape[1]
    eri = ao2mo.restore(1, ao2mo.kernel(mol.intor("int2e", aosym="s8"),
                                        mf.mo_coeff), n)
    for axis in range(4):
        eri = eri.repeat(2, axis=axis)
    spin = np.arange(2 * n) % 2
    same = (spin[:, None] == spin[None, :]).astype(float)
    eri *= same[:, :, None, None]
    eri *= same[None, None, :, :]
    anti = eri.transpose(0, 2, 1, 3) - eri.transpose(0, 2, 3, 1)
    o, v = slice(0, mol.nelectron), slice(mol.nelectron, 2 * n)
    e = mf.mo_energy.repeat(2)
    denominator = (e[o, None, None, None] + e[None, o, None, None]
                   - e[None, None, v, None] - e[None, None, None, v])
    t = anti[o, o, v, v] / denominator
    second = 0.25 * np.sum(t * anti[o, o, v, v])
    particle = np.tensordot(t, anti[v, v, v, v], axes=([2, 3], [0, 1]))
    hole = np.tensordot(anti[o, o, o, o], t, axes=([2, 3], [0, 1]))
    pair = np.tensordot(t, t, axes=([0, 2], [0, 2]))      # j b k c
    ring = np.sum(pair * anti[o, v, v, o].transpose(3, 1, 0, 2))
    third = np.sum(t * particle) / 8 + np.sum(t * hole) / 8 + ring
    return np.array([second, third])


# --- one-transition model: ratio formula against frequency quadrature ---
gap1, p1, m1 = 0.50, 0.45, 0.25
int_unc = quad(lambda w: (gap1 / (gap1 ** 2 + w * w)) ** 2, 0, np.inf)[0]
int_cpl = quad(lambda w: (m1 / (p1 * m1 + w * w)) ** 2, 0, np.inf)[0]
ratio_model = p1 ** 1.5 / (gap1 * np.sqrt(m1))
assert abs(int_unc / int_cpl - ratio_model) < 1e-6
print(f"Model gap, P, M (hartree): {gap1:.2f} {p1:.2f} {m1:.2f}")
print(f"Model static alpha, uncoupled/coupled: {p1 / gap1:.3f}")
print(f"Model C6, uncoupled/coupled: {ratio_model:.3f}")

# --- oscillator sums of a free He atom against a real-space integral ---
exponents = 0.1 * 2.3 ** np.arange(12)
he_basis = {"He": [[l, [float(x), 1.0]] for l in (0, 1) for x in exponents]}
he = response_system([("He", (0, 0, 0))], he_basis)
sum_unc = 4 / 3 * np.sum(he.gap[:, None] * he.dip ** 2)
sum_cpl = sum_unc + 4 / 3 * np.sum(he.dip * (he.v_minus @ he.dip))
u, uw = np.polynomial.legendre.leggauss(400)
radius, radius_weight = 7.5 * (1 + u), 7.5 * uw
points = np.column_stack([0 * radius, 0 * radius, radius])
orbital = he.mol.eval_gto("GTOval_sph", points) @ he.mf.mo_coeff[:, 0]
radial = 4 * np.pi * radius ** 2 * orbital ** 2 * radius_weight
assert abs(radial.sum() - 1) < 1e-5
larger = np.maximum.outer(radius, radius)
smaller = np.minimum.outer(radius, radius)
mean_distance = radial @ (larger + smaller ** 2 / (3 * larger)) @ radial
sum_predicted = 2 + 4 * mean_distance / 6
assert abs(sum_unc - sum_predicted) < 5e-3
assert abs(sum_cpl - 2) < 5e-3
print(f"He mean electron distance (bohr): {mean_distance:.4f}")
print(f"He oscillator sum, uncoupled: {sum_unc:.4f}")
print(f"He oscillator sum, from density matrix: {sum_predicted:.4f}")
print(f"He oscillator sum, coupled: {sum_cpl:.4f}")

# --- two distant Be atoms: supermolecular energies against response C6 ---
be_basis = "6-31g*"
be = response_system([("Be", (0, 0, 0))], be_basis)
be_series = c6_coupling_series(be, 6)
be_unc = c6_from(uncoupled_alpha(be, FREQ))
be_cpl = c6_from(coupled_alpha(be, FREQ))
single = moller_plesset_2_3([("Be", (0, 0, 0))], be_basis)
distances = (30.0, 40.0)
effective = []
for r in distances:
    pair_energy = moller_plesset_2_3([("Be", (0, 0, 0)), ("Be", (0, 0, r))],
                                     be_basis)
    effective.append(-(pair_energy - 2 * single) * r ** 6)
r1, r2 = distances
be_super = (r2 ** 2 * effective[1] - r1 ** 2 * effective[0]) / (r2**2 - r1**2)
# 1-1.5 percent: leftover R^-10 terms and SCF noise in tiny energies
assert abs(be_super[0] - be_unc) < 0.01 * be_unc
assert abs(be_super[1] - be_series[1]) < 0.015 * be_unc
weak = 0.1
be_weak = c6_from(coupled_alpha(be, FREQ, strength=weak))
assert abs(np.sum(be_series * weak ** np.arange(7)) / be_weak - 1) < 1e-4
print(f"Be pair distances (bohr): {r1:.0f} {r2:.0f}")
print(f"Be C6 from MP2 pair energies (a.u.): {be_super[0]:.2f}")
print(f"Be C6 from uncoupled response (a.u.): {be_unc:.2f}")
print(f"Be third-order C6 part, pair energies (a.u.): {be_super[1]:.2f}")
print(f"Be first-order coupling part of C6 (a.u.): {be_series[1]:.2f}")
print(f"Be C6 from coupled response (a.u.): {be_cpl:.2f}")

# --- molecules: fixed round geometries in bohr ---
cc_benzene, cc_ethylene, ch = 2.64, 2.53, 2.05
corner = 2.06 / np.sqrt(3)
methane = [("C", (0, 0, 0))] + [("H", tuple(corner * np.array(sign))) for sign
                                in [(1, 1, 1), (1, -1, -1), (-1, 1, -1),
                                    (-1, -1, 1)]]
angle = np.radians(121.0)
ethylene = []
for side in (1, -1):
    ethylene.append(("C", (side * cc_ethylene / 2, 0, 0)))
    for up in (1, -1):
        ethylene.append(("H", (side * (cc_ethylene / 2 - ch * np.cos(angle)),
                               up * ch * np.sin(angle), 0)))
benzene = []
for k in range(6):
    direction = np.array([np.cos(k * np.pi / 3), np.sin(k * np.pi / 3), 0])
    benzene.append(("C", tuple(cc_benzene * direction)))
    benzene.append(("H", tuple((cc_benzene + ch) * direction)))
molecule_basis = {"C": "aug-cc-pvdz", "H": "cc-pvdz"}
print(f"CC bond, benzene and ethylene (bohr): {cc_benzene} {cc_ethylene}")
print(f"CH bond, both; methane CH (bohr): {ch} {corner * np.sqrt(3):.2f}")
print(f"Ethylene HCC angle (degree): {np.degrees(angle):.0f}")

results = {}
for name, atoms, cores in (("methane", methane, 1), ("ethylene", ethylene, 2),
                           ("benzene", benzene, 6)):
    s = response_system(atoms, molecule_basis, frozen=cores, fitted=True)
    a_unc = uncoupled_alpha(s, FREQ)
    a_har = coupled_alpha(s, FREQ, hartree_only=True)
    unc, har = c6_from(a_unc), c6_from(a_har)
    cpl = c6_from(coupled_alpha(s, FREQ))
    assert abs(unc / c6_pair_sum(s) - 1) < 1e-3
    assert np.all(a_har.mean(axis=1) < a_unc.mean(axis=1))
    f_unc = np.sum(s.gap[:, None] * s.dip ** 2)
    f_cpl = f_unc + np.sum(s.dip * (s.v_minus @ s.dip))
    assert f_unc > f_cpl
    results[name] = (unc, har, cpl)
    print(f"{name} C6 uncoupled (a.u.): {unc:.1f}")
    print(f"{name} C6 Hartree coupling only (a.u.): {har:.1f}")
    print(f"{name} C6 coupled (a.u.): {cpl:.1f}")
    print(f"{name} C6 ratio uncoupled/coupled: {unc / cpl:.3f}")
    print(f"{name} oscillator sum ratio unc./coupled: {f_unc / f_cpl:.3f}")

# density fitting against exact integrals
exact = response_system(methane, molecule_basis, frozen=1)
assert abs(c6_from(uncoupled_alpha(exact, FREQ))
           / results["methane"][0] - 1) < 3e-3
assert abs(c6_from(coupled_alpha(exact, FREQ))
           / results["methane"][2] - 1) < 3e-3

# --- benzene in detail (s still holds benzene) ---
probe = np.array([0.0, 0.5, 1.0])
probe_unc, probe_cpl = uncoupled_alpha(s, probe), coupled_alpha(s, probe)
assert abs(probe_cpl[0, 0] / probe_cpl[0, 1] - 1) < 1e-3
for text, values in (("uncoupled", probe_unc), ("coupled", probe_cpl)):
    print(f"benzene static alpha {text}, in-plane, normal (a.u.): "
          f"{values[0, 0]:.2f} {values[0, 2]:.2f}")
for w, a, b in zip(probe, probe_unc.mean(axis=1), probe_cpl.mean(axis=1)):
    print(f"benzene mean alpha at i*{w:.1f}, unc., coupled (a.u.): "
          f"{a:.2f} {b:.2f}")
series = c6_coupling_series(s, 6)
assert abs(series[0] / results["benzene"][0] - 1) < 1e-8
for order, value in enumerate(np.cumsum(series)):
    print(f"benzene C6 through coupling order {order} (a.u.): {value:.1f}")

unc, _, cpl = results["benzene"]
assert unc > cpl
assert unc / cpl > results["methane"][0] / results["methane"][2]
separation = 12.0
excess = (unc - cpl) / separation ** 6
to_kj = (constants.physical_constants["Hartree energy"][0]
         * constants.N_A / 1000)
print(f"Separation for energy error (bohr): {separation:.0f}")
print(f"benzene pair excess attraction (hartree): {excess:.3e}")
print(f"benzene pair excess attraction (kJ/mol): {excess * to_kj:.3f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Model gap, P, M (hartree): 0.50 0.45 0.25
Model static alpha, uncoupled/coupled: 0.900
Model C6, uncoupled/coupled: 1.207
He mean electron distance (bohr): 1.3621
He oscillator sum, uncoupled: 2.9081
He oscillator sum, from density matrix: 2.9081
He oscillator sum, coupled: 2.0000
Be pair distances (bohr): 30 40
Be C6 from MP2 pair energies (a.u.): 199.20
Be C6 from uncoupled response (a.u.): 199.20
Be third-order C6 part, pair energies (a.u.): 28.46
Be first-order coupling part of C6 (a.u.): 28.46
Be C6 from coupled response (a.u.): 207.99
CC bond, benzene and ethylene (bohr): 2.64 2.53
CH bond, both; methane CH (bohr): 2.05 2.06
Ethylene HCC angle (degree): 121
methane C6 uncoupled (a.u.): 115.6
methane C6 Hartree coupling only (a.u.): 69.8
methane C6 coupled (a.u.): 112.2
methane C6 ratio uncoupled/coupled: 1.030
methane oscillator sum ratio unc./coupled: 1.625
ethylene C6 uncoupled (a.u.): 324.2
ethylene C6 Hartree coupling only (a.u.): 181.6
ethylene C6 coupled (a.u.): 292.0
ethylene C6 ratio uncoupled/coupled: 1.110
ethylene oscillator sum ratio unc./coupled: 1.644
benzene C6 uncoupled (a.u.): 2368.3
benzene C6 Hartree coupling only (a.u.): 1195.0
benzene C6 coupled (a.u.): 1738.7
benzene C6 ratio uncoupled/coupled: 1.362
benzene oscillator sum ratio unc./coupled: 1.647
benzene static alpha uncoupled, in-plane, normal (a.u.): 76.97 48.45
benzene static alpha coupled, in-plane, normal (a.u.): 79.20 45.15
benzene mean alpha at i*0.0, unc., coupled (a.u.): 67.46 67.85
benzene mean alpha at i*0.5, unc., coupled (a.u.): 42.81 33.86
benzene mean alpha at i*1.0, unc., coupled (a.u.): 23.20 16.33
benzene C6 through coupling order 0 (a.u.): 2368.3
benzene C6 through coupling order 1 (a.u.): 1434.7
benzene C6 through coupling order 2 (a.u.): 1962.1
benzene C6 through coupling order 3 (a.u.): 1600.2
benzene C6 through coupling order 4 (a.u.): 1843.7
benzene C6 through coupling order 5 (a.u.): 1665.8
benzene C6 through coupling order 6 (a.u.): 1793.6
Separation for energy error (bohr): 12
benzene pair excess attraction (hartree): 2.109e-04
benzene pair excess attraction (kJ/mol): 0.554
ALL CHECKS PASSED
```
